# Nearest-neighbour distance of randomly placed dopants: test program

```python
"""Nearest-neighbour distance of randomly placed dopants.

Result under test: for a Poisson process of concentration n,
    S(r) = exp(-4 pi n r^3 / 3)       probability of no neighbour within r
    p(r) = 4 pi n r^2 S(r)            density of the nearest distance r
    mean = Gamma(4/3) * (3/(4 pi n))^(1/3)
Lengths are in nm and concentrations in nm^-3 unless stated otherwise.
The program also sizes the effects of crystal sites, of the surfaces of a
thin sheet, and of screened repulsion between mobile ionised donors.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq, minimize_scalar
from scipy.spatial import cKDTree
from scipy.special import gamma

rng = np.random.default_rng(20)
conc_cm3 = 1e20
n = conc_cm3 * 1e-21
cube_edge = n ** (-1 / 3)
radius = (3 / (4 * np.pi * n)) ** (1 / 3)   # sphere holding one dopant


def survival(r):
    return np.exp(-4 * np.pi * n * r**3 / 3)


def density(r):
    return 4 * np.pi * n * r**2 * survival(r)


def nearest(points, box):
    """Nearest-neighbour distance of every point in a periodic box."""
    tree = cKDTree(points, boxsize=box)
    return tree.query(points, k=2)[0][:, 1]


# Closed forms
mean = gamma(4 / 3) * radius
std = radius * np.sqrt(gamma(5 / 3) - gamma(4 / 3) ** 2)
median = radius * np.log(2) ** (1 / 3)
mode = (2 * np.pi * n) ** (-1 / 3)
tail = np.exp(-4 * np.pi / 3)

# Moments and mode from the density itself
r_top = 8 * radius
norm = quad(density, 0, r_top)[0]
mean_quad = quad(lambda r: r * density(r), 0, r_top)[0]
square_quad = quad(lambda r: r * r * density(r), 0, r_top)[0]
assert abs(norm - 1) < 1e-8
assert abs(mean_quad - mean) < 1e-7
assert abs(np.sqrt(square_quad - mean_quad**2) - std) < 1e-6
peak = minimize_scalar(lambda r: -density(r), bounds=(0.1, 3),
                       method="bounded", options={"xatol": 1e-8}).x
assert abs(peak - mode) < 1e-5

# Finite number of dopants: the empty-ball probability approaches S as 1/N
ball = 4 * np.pi * mean**3 / 3
gaps = [(1 - n * ball / count) ** (count - 1) - survival(mean)
        for count in (1000, 10000)]
assert 9.5 < gaps[0] / gaps[1] < 10.5

# Random placement in a periodic cube, without using the formulas
side = 60.0
samples = []
for _ in range(20):
    count = rng.poisson(n * side**3)
    samples.append(nearest(rng.random((count, 3)) * side, side))
sample = np.concatenate(samples)
mean_mc = sample.mean()
tail_mc = np.mean(sample > cube_edge)
r_test = np.linspace(0.2, 3.0, 40)
far = np.array([np.mean(sample > r) for r in r_test])
worst_cdf = np.max(np.abs(far - survival(r_test)))
# Tolerances are about five statistical standard errors
assert abs(mean_mc - mean) < 0.004
assert abs(sample.std() - std) < 0.004
assert abs(np.median(sample) - median) < 0.006
assert abs(tail_mc - tail) < 0.0015
assert worst_cdf < 0.005

# Crystal sites: diamond lattice, coordinates in quarters of the constant
lattice = 0.543
occupancy = n * lattice**3 / 8
fcc = np.array([[0, 0, 0], [0, 2, 2], [2, 0, 2], [2, 2, 0]])
basis = np.vstack((fcc, fcc + 1))
axis = np.arange(-11, 12)
cells = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
sites = (4 * cells.reshape(-1, 1, 3) + basis).reshape(-1, 3)
site_r = np.sort(np.sqrt((sites**2).sum(1)))
site_r = site_r[(site_r > 0) & (site_r <= 40)] * lattice / 4
order = np.arange(site_r.size)
mean_lattice = np.sum(site_r * occupancy * (1 - occupancy) ** order)

cells_side = 60
lattice_samples = []
for _ in range(30):
    chosen = np.flatnonzero(rng.random(8 * cells_side**3) < occupancy)
    cell = np.stack(np.unravel_index(chosen // 8, (cells_side,) * 3), -1)
    points = (4 * cell + basis[chosen % 8]).astype(float)
    lattice_samples.append(nearest(points, 4.0 * cells_side) * lattice / 4)
mean_lattice_mc = np.concatenate(lattice_samples).mean()
assert abs(mean_lattice_mc - mean_lattice) < 0.009

# Sheet of finite thickness: the ball is cut by the two faces
thickness = 5.0
depth = ((np.arange(400) + 0.5) * thickness / 400)[:, None]
r_grid = np.linspace(0, 8, 1601)[None, :]
upper = np.minimum(r_grid, thickness - depth)
lower = np.maximum(-r_grid, -depth)
cut_volume = np.pi * (r_grid**2 * (upper - lower)
                      - (upper**3 - lower**3) / 3)
mean_sheet = trapezoid(np.exp(-n * cut_volume), r_grid[0], axis=1).mean()

sheet_samples = []
width = 200.0
for _ in range(12):
    count = rng.poisson(n * width**2 * thickness)
    points = rng.random((count, 3)) * np.array([width, width, thickness])
    # an empty gap of 20 nm keeps periodic copies of the sheet apart
    sheet_samples.append(nearest(points, [width, width, thickness + 20]))
mean_sheet_mc = np.concatenate(sheet_samples).mean()
assert abs(mean_sheet_mc - mean_sheet) < 0.007
assert mean_sheet > mean

# Repulsion of ionised donors at an anneal temperature, carriers screening
temperature = 1300.0
permittivity = 11.7
mass_ratio = 1.08
kT = const.k * temperature
eps = permittivity * const.epsilon_0
coulomb_length = const.e**2 / (4 * np.pi * eps * kT) * 1e9
band_density = 2 * (2 * np.pi * mass_ratio * const.m_e * kT
                    / const.h**2) ** 1.5 * 1e-27
filling = n / band_density


def fermi(order_s, z):
    """Normalised Fermi integral at fugacity z, as a polylogarithm."""
    return float(mp.re(-mp.polylog(order_s, -z)))


fugacity = brentq(lambda z: fermi(1.5, z) - filling, 0.01, 0.85)
stiffness = fermi(1.5, fugacity) / fermi(0.5, fugacity)
screening = np.sqrt(eps * kT * stiffness / (const.e**2 * n * 1e27)) * 1e9


def pair_energy(r):
    """Screened Coulomb energy divided by kT."""
    return coulomb_length * np.exp(-r / screening) / r


def metropolis(number, box, sweeps):
    """Mean nearest distance of each sampled equilibrium arrangement."""
    pos = rng.random((number, 3)) * box
    record = []
    warmup = 50
    for sweep in range(sweeps + warmup):
        for i in range(number):
            trial = rng.random(3) * box
            gap = pos[None] - np.stack((pos[i], trial))[:, None]
            gap -= box * np.rint(gap / box)
            dist = np.sqrt((gap**2).sum(-1))
            dist[:, i] = np.inf
            energy = pair_energy(dist).sum(1)
            if rng.random() < np.exp(min(0.0, energy[0] - energy[1])):
                pos[i] = trial
        if sweep >= warmup:
            gap = pos[:, None] - pos[None]
            gap -= box * np.rint(gap / box)
            dist = np.sqrt((gap**2).sum(-1))
            np.fill_diagonal(dist, np.inf)
            record.append(dist.min(1).mean())
    return np.array(record)


# Sampler check: two donors in a small box against Boltzmann integration
small_box = 3.0
mid = (np.arange(60) + 0.5) * small_box / 120
gx, gy, gz = np.meshgrid(mid, mid, mid, indexing="ij")
pair_r = np.sqrt(gx**2 + gy**2 + gz**2)
weight = np.exp(-pair_energy(pair_r))
pair_exact = np.sum(pair_r * weight) / np.sum(weight)
pair_mc = metropolis(2, small_box, 15000).mean()
assert abs(pair_mc - pair_exact) < 0.02
assert pair_exact - pair_r.mean() > 0.03   # the check can see the repulsion

donors = 100
run = metropolis(donors, (donors / n) ** (1 / 3), 600)
mean_repel = run.mean()
error_repel = run.reshape(10, -1).mean(1).std(ddof=1) / np.sqrt(10)
assert mean_repel > mean + 4 * error_repel


def shift(value):
    return 100 * (value / mean - 1)


print(f"concentration: {conc_cm3:.1e} cm^-3")
print(f"concentration: {n:.3f} nm^-3")
print(f"inverse cube root of concentration: {cube_edge:.4f} nm")
print(f"radius of sphere holding one dopant: {radius:.4f} nm")
print(f"Gamma(4/3): {gamma(4 / 3):.5f}")
print(f"Gamma(5/3): {gamma(5 / 3):.5f}")
print(f"mean nearest distance, formula: {mean:.4f} nm")
print(f"mean nearest distance, formula: {mean * 1e-7:.4e} cm")
print(f"mean by quadrature of density: {mean_quad:.4f} nm")
print(f"mean / inverse cube root: {mean / cube_edge:.5f}")
print(f"inverse cube root / mean: {cube_edge / mean:.4f}")
print(f"standard deviation: {std:.4f} nm")
print(f"standard deviation / mean: {std / mean:.4f}")
print(f"median: {median:.4f} nm")
print(f"mode: {mode:.4f} nm")
print(f"fraction beyond inverse cube root: {100 * tail:.3f} %")
print(f"random placement, dopants sampled: {sample.size}")
print(f"random placement, mean: {mean_mc:.4f} nm")
print(f"random placement, std deviation: {sample.std():.4f} nm")
print(f"random placement, tail fraction: {100 * tail_mc:.3f} %")
print(f"largest error of S(r) in sampling: {worst_cdf:.4f}")
print(f"lattice constant (rough): {lattice:.3f} nm")
print(f"fraction of sites doped: {100 * occupancy:.4f} %")
print(f"shortest site distance: {site_r[0]:.4f} nm")
print(f"crystal sites, mean by sum: {mean_lattice:.4f} nm")
print(f"crystal sites, mean by sampling: {mean_lattice_mc:.4f} nm")
print(f"crystal sites, shift of mean: {shift(mean_lattice):+.2f} %")
print(f"sheet thickness: {thickness:.1f} nm")
print(f"sheet, mean by integration: {mean_sheet:.4f} nm")
print(f"sheet, mean by sampling: {mean_sheet_mc:.4f} nm")
print(f"sheet, shift of mean: {shift(mean_sheet):+.2f} %")
print(f"anneal temperature (rough): {temperature:.0f} K")
print(f"relative permittivity (rough): {permittivity:.1f}")
print(f"density-of-states mass (rough): {mass_ratio:.2f} m_e")
print(f"thermal energy at anneal: {kT / const.e:.4f} eV")
print(f"carriers / band state density: {filling:.3f}")
print(f"distance where bare repulsion is kT: {coulomb_length:.3f} nm")
print(f"screening length at anneal: {screening:.3f} nm")
print(f"screened repulsion at mean / kT: {pair_energy(mean):.3f}")
print(f"two-donor check, integration: {pair_exact:.3f} nm")
print(f"two-donor check, sampling: {pair_mc:.3f} nm")
print(f"repelling donors, mean: {mean_repel:.3f} nm")
print(f"repelling donors, standard error: {error_repel:.3f} nm")
print(f"repelling donors, shift of mean: {shift(mean_repel):+.1f} %")
print("every check passed")
```

Running it gives:

```
concentration: 1.0e+20 cm^-3
concentration: 0.100 nm^-3
inverse cube root of concentration: 2.1544 nm
radius of sphere holding one dopant: 1.3365 nm
Gamma(4/3): 0.89298
Gamma(5/3): 0.90275
mean nearest distance, formula: 1.1935 nm
mean nearest distance, formula: 1.1935e-07 cm
mean by quadrature of density: 1.1935 nm
mean / inverse cube root: 0.55396
inverse cube root / mean: 1.8052
standard deviation: 0.4338 nm
standard deviation / mean: 0.3634
median: 1.1828 nm
mode: 1.1675 nm
fraction beyond inverse cube root: 1.516 %
random placement, dopants sampled: 432399
random placement, mean: 1.1928 nm
random placement, std deviation: 0.4334 nm
random placement, tail fraction: 1.510 %
largest error of S(r) in sampling: 0.0017
lattice constant (rough): 0.543 nm
fraction of sites doped: 0.2001 %
shortest site distance: 0.2351 nm
crystal sites, mean by sum: 1.1955 nm
crystal sites, mean by sampling: 1.1950 nm
crystal sites, shift of mean: +0.17 %
sheet thickness: 5.0 nm
sheet, mean by integration: 1.2498 nm
sheet, mean by sampling: 1.2498 nm
sheet, shift of mean: +4.72 %
anneal temperature (rough): 1300 K
relative permittivity (rough): 11.7
density-of-states mass (rough): 1.08 m_e
thermal energy at anneal: 0.1120 eV
carriers / band state density: 0.394
distance where bare repulsion is kT: 1.099 nm
screening length at anneal: 0.908 nm
screened repulsion at mean / kT: 0.247
two-donor check, integration: 1.515 nm
two-donor check, sampling: 1.515 nm
repelling donors, mean: 1.304 nm
repelling donors, standard error: 0.001 nm
repelling donors, shift of mean: +9.3 %
every check passed
```
